\section*{Esaki–Tsu Drift Velocity from Bloch Motion with Exponentially Distributed Collision Times}

\section{Situation and model}

An electron in a periodic structure is pushed by a constant field. Without collisions it does not accelerate for ever: its crystal momentum crosses the Brillouin zone, its velocity reverses, and it oscillates in place. Frequent collisions interrupt this motion early, so that the electron drifts in the direction of the force. A stronger field first raises the drift velocity, by accelerating the electron more between collisions, and then lowers it, by letting more of the oscillation be completed. We need the field at which these two tendencies balance.

Take one miniband of width $\Delta$ in a structure of period $d$,
\begin{equation}
E(k)=\frac{\Delta}{2}\,(1-\cos kd). \label{band}
\end{equation}
The electron has charge $-e$, with $e>0$. The electric field points along $-x$ and has magnitude $F>0$, so the force is $+eF$ along $x$. The assumptions are:
\begin{itemize}
\item the field is uniform and the electron stays in this miniband;
\item collisions occur at a constant rate $1/\tau$, independent of $k$ and $F$;
\item each collision returns the electron to $k=0$ without displacing it.
\end{itemize}
The last assumption describes complete energy relaxation at low temperature. It is relaxed in Section~\ref{restart}.

\section{Motion between collisions}

Let $t$ be the time since the last collision. The semiclassical equations are
\begin{equation}
\hbar\frac{dk}{dt}=eF,\qquad v=\frac{1}{\hbar}\frac{dE}{dk}.
\end{equation}
With $k(0)=0$ the first gives $k=eFt/\hbar$. Defining the Bloch angular frequency
\begin{equation}
\omega_B=\frac{eFd}{\hbar},
\end{equation}
we have $kd=\omega_Bt$, and differentiation of \eqref{band} gives
\begin{equation}
v(t)=\frac{\Delta d}{2\hbar}\sin\omega_Bt. \label{velocity}
\end{equation}
Integration from $x(0)=0$ gives
\begin{equation}
x(t)=\frac{\Delta d}{2\hbar\omega_B}(1-\cos\omega_Bt)
=\frac{\Delta}{2eF}(1-\cos\omega_Bt), \label{position}
\end{equation}
because $d/(\hbar\omega_B)=1/(eF)$. The path therefore spans $\Delta/(eF)$. This is energy conservation: the field can supply at most the miniband width before the electron turns back.

\section{The average over collision times}

Let $S(t)$ be the probability that a flight has lasted at least $t$. A constant collision rate means $dS/dt=-S/\tau$ with $S(0)=1$, hence $S=e^{-t/\tau}$. The density of complete flight times is
\begin{equation}
p(t)=-\frac{dS}{dt}=\frac{1}{\tau}e^{-t/\tau},\qquad
\langle t\rangle=\int_0^\infty S(t)\,dt=\tau.
\end{equation}

Over many independent flights, the drift velocity is total displacement divided by total time. Dividing both sums by the number of flights gives
\begin{equation}
v_d=\frac{\langle x\rangle}{\langle t\rangle}
=\frac{1}{\tau}\int_0^\infty x(t)\,\frac{e^{-t/\tau}}{\tau}\,dt. \label{renewal}
\end{equation}
Integrate by parts, using $e^{-t/\tau}/\tau=-d(e^{-t/\tau})/dt$. The boundary term vanishes because $x(0)=0$ and $x$ is bounded, so
\begin{equation}
v_d=\frac{1}{\tau}\int_0^\infty v(t)e^{-t/\tau}\,dt. \label{age}
\end{equation}
A second integration by parts, with $v(0)=0$, gives
\begin{equation}
v_d=\int_0^\infty \frac{dv}{dt}\,e^{-t/\tau}\,dt. \label{acceleration}
\end{equation}
Equation \eqref{acceleration} adds up velocity increments, each weighted by the probability of surviving to receive it.

Equation \eqref{age} is an average over the time since the last collision, seen at a random instant. For a constant rate this age has the same density as a complete flight time. The complete flight that contains a random instant is different: long flights occupy more time, so its length has density $t\,p(t)/\tau$ and mean $\int_0^\infty t^2e^{-t/\tau}dt/\tau^2=2\tau$.

For a simulation, \eqref{renewal} requires a ratio of sums, not the mean of each flight's own velocity $x/t$. With $y=\omega_B\tau$ and $s=t/\tau$, that mean would be
\begin{equation}
\left\langle\frac{x}{t}\right\rangle
=\frac{\Delta d}{2\hbar}\,\frac{1}{y}\int_0^\infty
\frac{1-\cos ys}{s}e^{-s}\,ds
=\frac{\Delta d}{2\hbar}\,\frac{\ln(1+y^2)}{2y}.
\end{equation}
The last step follows because the integral vanishes at $y=0$ and its derivative is $\int_0^\infty e^{-s}\sin ys\,ds=y/(1+y^2)$, as shown next. At $y=1$ this gives $0.347$ in units of $\Delta d/(2\hbar)$, whereas the drift velocity is $0.5$.

\section{Drift velocity and its maximum}

Inserting \eqref{velocity} in \eqref{age} leaves the first of two integrals,
\begin{equation}
I=\int_0^\infty e^{-s}\sin ys\,ds,\qquad
J=\int_0^\infty e^{-s}\cos ys\,ds.
\end{equation}
Integration by parts gives
\begin{align}
I&=\left[-e^{-s}\sin ys\right]_0^\infty+yJ=yJ,\\
J&=\left[-e^{-s}\cos ys\right]_0^\infty-yI=1-yI.
\end{align}
Thus $I=y-y^2I$, and
\begin{equation}
I=\frac{y}{1+y^2},\qquad J=\frac{1}{1+y^2}.
\end{equation}
The Esaki--Tsu drift velocity is therefore
\begin{equation}
\boxed{v_d=\frac{\Delta d}{2\hbar}\,
\frac{\omega_B\tau}{1+\omega_B^2\tau^2}.} \label{et}
\end{equation}

Hold $\Delta$, $d$ and $\tau$ fixed and vary $F$. With $u(y)=y/(1+y^2)$,
\begin{equation}
u'(y)=\frac{(1+y^2)-2y^2}{(1+y^2)^2}
=\frac{1-y^2}{(1+y^2)^2}. \label{slope}
\end{equation}
This is positive for $0<y<1$ and negative for $y>1$, so the one maximum is at $\omega_B\tau=1$:
\begin{equation}
F_p=\frac{\hbar}{ed\tau},\qquad v_p=\frac{\Delta d}{4\hbar}. \label{peak}
\end{equation}
The peak velocity does not contain $\tau$; a longer collision time moves the peak to a lower field. What is held fixed matters. If $d$ is varied at fixed $F$, $\tau$ and $\Delta$, the prefactor changes too. Then $v_d=(\Delta/2eF\tau)\,y^2/(1+y^2)$, which rises steadily with $d$ and has no maximum.

At low field, $u\simeq y$ and
\begin{equation}
v_d\simeq\mu_0F,\qquad
\mu_0=\frac{e\tau\Delta d^2}{2\hbar^2}=\frac{e\tau}{m^*},\qquad
m^*=\frac{2\hbar^2}{\Delta d^2}.
\end{equation}
Here $m^*$ is the mass at the band bottom, from $d^2E/dk^2=\Delta d^2/2$. At high field, $u\simeq1/y$ and $v_d\simeq\Delta/(2eF\tau)$. Collisions then assist transport, since without them the electron would only oscillate.

An energy balance checks the factors. The mean energy at the moment of collision is
\begin{equation}
\langle E\rangle=\frac{\Delta}{2}(1-J)
=\frac{\Delta}{2}\frac{y^2}{1+y^2}.
\end{equation}
The work done by the field per mean flight is $eFv_d\tau$. Since $eF=\hbar y/(d\tau)$, this equals $(\Delta/2)\,y\,u(y)$, the same expression. At the peak it is $\Delta/4$.

\section{Why the maximum lies at one}

The value one belongs to the constant collision rate. Suppose instead that every flight lasts exactly $\tau$. Displacement over time is then
\begin{equation}
v_d=\frac{\Delta d}{2\hbar}\,\frac{1-\cos y}{y}.
\end{equation}
A maximum needs $y\sin y=1-\cos y$, or $2y\sin(y/2)\cos(y/2)=2\sin^2(y/2)$. Apart from the zeros of velocity, this means $\tan(y/2)=y$. Between $0$ and $2\pi$ there is one such root, $y=2.331$, with reduced velocity $0.725$. Beyond $2\pi$ the reduced velocity cannot exceed $2/(2\pi)=0.318$, so this is the highest maximum. The same mean collision time thus gives a peak field 2.33 times larger. For exponential flights, a simulation of 200\,000 random flights gives $0.5004$ at $y=1$, against $0.5$ from \eqref{et}.

\section{Thermal restart and elastic collisions}
\label{restart}

Let collisions return electrons to a distribution symmetric in $k_0$. The velocity after time $t$ is proportional to
\begin{equation}
\sin(k_0d+\omega_Bt)=\sin k_0d\,\cos\omega_Bt
+\cos k_0d\,\sin\omega_Bt.
\end{equation}
The first term averages to zero by symmetry. The second multiplies \eqref{et} by $C_0=\langle\cos k_0d\rangle$. For a nondegenerate gas at temperature $T$, with transverse energy that simply adds to \eqref{band}, the weight is proportional to $e^{a\cos k_0d}$ with $a=\Delta/(2k_BT)$. Hence
\begin{equation}
C_0=\frac{\int_{-\pi}^{\pi}\cos\theta\,e^{a\cos\theta}d\theta}
{\int_{-\pi}^{\pi}e^{a\cos\theta}d\theta}
=\frac{I_1(a)}{I_0(a)},
\end{equation}
where $I_0$ and $I_1$ are modified Bessel functions. For the cosine band with $\tau$ independent of field, the height changes and the peak field does not. In a band with higher harmonics, temperature weights each harmonic differently, so the peak field can shift too.

Now add elastic reversals $k\to-k$ at rate $\nu_b$, with $\nu=1/\tau$ the rate of thermal restarts. A reversal changes the sign of $\sin kd$ and leaves $\cos kd$ unchanged. With $S_1=\langle\sin kd\rangle$ and $C_1=\langle\cos kd\rangle$, the steady state obeys
\begin{align}
0&=\omega_BC_1-(\nu+2\nu_b)S_1,\\
0&=-\omega_BS_1+\nu(C_0-C_1).
\end{align}
Let $\nu_m=\nu+2\nu_b$. The first line gives $C_1=\nu_mS_1/\omega_B$. Substituting in the second and multiplying by $\omega_B$ gives
\begin{equation}
S_1=C_0\frac{\omega_B\nu}{\omega_B^2+\nu\nu_m},\qquad
v_d=\frac{\Delta d}{2\hbar}S_1. \label{elastic}
\end{equation}
The maximum moves to $\omega_B=\sqrt{\nu\nu_m}$, where $S_1=(C_0/2)\sqrt{\nu/\nu_m}$. Elastic reversals destroy velocity without removing energy. At a given field they lower $v_d$, and with it the power taken from the field. The mean energy therefore falls too: $C_1=\nu_mS_1/\omega_B=C_0\nu\nu_m/(\omega_B^2+\nu\nu_m)$ increases with $\nu_b$. A stronger field is needed to reach the maximum, where $C_1=C_0/2$ as without reversals.

\section{Worked example}

The example is a model semiconductor superlattice with 4.0 nm wells, 3.0 nm barriers of height 0.30 eV, a mass of $0.070\,m_e$ in both layers, and $\tau=0.20$ ps. The one-electron Schr\"odinger equation for these layers gives $\Delta=46.23$ meV and a gap of 174.7 meV to the next miniband (a truncated plane-wave basis gives 174.8 meV).

The period is $d=7.0$ nm and $\hbar/\tau=3.291$ meV. Equation \eqref{peak} gives
\begin{align}
F_p&=\frac{3.291\ \mathrm{mV}}{7.0\ \mathrm{nm}}
=0.470\ \mathrm{mV/nm}=4.70\ \mathrm{kV/cm},\\
v_p&=\frac{\Delta}{\hbar/\tau}\,\frac{d}{4\tau}
=\frac{46.23}{3.291}\,\frac{7.0\ \mathrm{nm}}{0.80\ \mathrm{ps}}
=123\ \mathrm{nm/ps}.
\end{align}
The velocity is $1.23\times10^7$ cm/s, and the low-field mobility of the cosine band is $\mu_0=2v_p/F_p=5.23\times10^3$ cm$^2$/Vs. At half and at twice the peak field the cosine band gives the same velocity, $9.83\times10^6$ cm/s, because $u(y)=u(1/y)$. The mean energy lost per collision at the peak is $46.23/4=11.6$ meV.

\subsection{Is the one-band motion adequate?}

At $F_p$, equation \eqref{position} predicts a path of 98.33 nm. Solving the Schr\"odinger equation in the layered potential, without collisions and starting from the lowest Bloch state at $k=0$, gives 98.35 nm. The population outside the miniband stays below $7\times10^{-5}$ during one Bloch period. At ten times the field it reaches 0.8\%. Most of this is a temporary admixture near the zone edge: what remains outside after a full period is below $10^{-6}$ at $F_p$ and about $10^{-4}$ at ten times the field. Interband transfer is therefore negligible near this peak. The ratio $(\hbar/\tau)/\Delta=0.07$ is also small, as a description by a band with occasional collisions requires.

\subsection{Shape of the band}

The cosine form is a rougher approximation. For $E=\sum_nA_n\cos nkd$, each harmonic contributes $-(d/\hbar)nA_n\sin n\omega_Bt$ to the velocity. Replacing $y$ by $ny$ in $I$ gives, for restart at $k=0$,
\begin{equation}
v_d=-\frac{d}{\hbar}\sum_{n\ge1}\frac{n^2A_ny}{1+n^2y^2}.
\end{equation}
Here $A_2/A_1=-0.093$. At $y=1$ the second term relative to the first is $(4/5)(-0.093)/(1/2)=-0.15$. The full computed band has its peak at $y=1.08$, with velocity $1.06\times10^7$ cm/s, 14\% below the cosine band of equal width. At $y=1$ the weight $n^2/(1+n^2)$ is 1.6 times larger for $n=2$ than for $n=1$, which turns a 9\% harmonic into a 15\% contribution. At low field the weight is $n^2$, so the band shape matters more. For restart at $k=0$ the computed band has a mobility of $3.73\times10^3$ cm$^2$/Vs, 29\% below the cosine value. Its mass at the band bottom is $0.094\,m_e$, whereas $2\hbar^2/(\Delta d^2)$ gives $0.067\,m_e$.

\subsection{Temperature and degeneracy}

At 300 K, $a=0.894$ and $C_0=0.408$. The cosine-band peak velocity falls to $5.01\times10^6$ cm/s at unchanged field.

For an electron density $n_e=10^{16}$ cm$^{-3}$, the correction for Fermi statistics can be estimated by hand. Let $z=e^{\mu/k_BT}$, with the chemical potential $\mu$ measured from the miniband bottom. Summing over transverse states gives
\begin{equation}
n_ed=\frac{mk_BT}{\pi\hbar^2}
\left\langle\ln\!\left(1+ze^{-E/k_BT}\right)\right\rangle_k.
\end{equation}
To first order, $z=(n_ed\,\pi\hbar^2/mk_BT)/[e^{-a}I_0(a)]=0.00926/0.495=0.019$. Keeping the next term of $\ln(1+w)\simeq w-w^2/2$ in the average of $\cos kd$ gives
\begin{equation}
\frac{\delta C_0}{C_0}\simeq-\frac{ze^{-a}}{2}
\left[\frac{I_1(2a)}{I_1(a)}-\frac{I_0(2a)}{I_0(a)}\right]
\simeq-0.004.
\end{equation}
Degeneracy thus lowers $C_0$ by about 0.4\%. The numerical output lists 0.000\% for this correction, and that entry should be disregarded. Its root search worked in joules with an absolute tolerance far larger than the energies involved, and stopped at a practically empty band. An implementation should solve for $\mu/k_BT$ instead.

\section{Beyond the peak: stability of the field}

Differentiating \eqref{slope} gives
\begin{equation}
u''(y)=\frac{2y(y^2-3)}{(1+y^2)^3}.
\end{equation}
The steepest fall is at $y=\sqrt3$, where $u'=-1/8$ and $dv_d/dF=-\mu_0/8$.

Let $n(x,t)$ be the electron density, $N$ the fixed donor density and $\varepsilon$ the permittivity. Since the electric field is $-F$ along $x$ and the electron charge is $-e$, Gauss's law and continuity read
\begin{equation}
\varepsilon\frac{\partial F}{\partial x}=e(n-N),\qquad
\frac{\partial n}{\partial t}+\frac{\partial}{\partial x}[n\,v_d(F)]=0.
\end{equation}
For a small ripple $\delta n$, with diffusion neglected,
\begin{equation}
\frac{\partial\delta n}{\partial t}+v_d\frac{\partial\delta n}{\partial x}
=-\frac{eN}{\varepsilon}\frac{dv_d}{dF}\,\delta n.
\end{equation}
The ripple moves with the electrons and grows where $dv_d/dF<0$. The following estimates use the cosine band. At the steepest slope, with thermal restart, the growth time is
\begin{equation}
t_g=\frac{8\varepsilon}{eN\mu_0C_0}=2.7\ \mathrm{ps}
\end{equation}
for $N=10^{16}$ cm$^{-3}$ and relative permittivity 13. This assumes that the velocity follows the field instantly. Here $eN\mu_0C_0\tau/\varepsilon=0.59$ is not small, and keeping the delay of order $\tau$ in the response lengthens the long-wavelength growth time to about 2.9 ps. Crossing 50 periods, or 350 nm, takes 8.1 ps, or three growth times. This does not yet mean that a ripple grows in such a short device, because diffusion smooths it. For wavelength $\lambda$ and diffusion coefficient $D$, the growth rate is reduced to about $1/t_g-D(2\pi/\lambda)^2$. In the present collision model $D\approx14$ cm$^2$/s at the steepest slope. For $\lambda=350$ nm the two terms are 0.37 and 0.44 ps$^{-1}$, so this ripple decays. Growth at this field requires a wavelength above about 0.4 $\mu$m, hence a longer device, or a higher density. Other fields need their own estimate, because both the slope of $v_d$ and $D$ depend on $F$. Near $y=3$, for example, the same 350 nm ripple grows, at about 0.04 ps$^{-1}$, or roughly half an e-fold during its 12 ps transit. The falling part of \eqref{et} is a local velocity law, and the uniformity of the field must be checked before it is converted to a current--voltage curve.

\section{Use for real superlattices}

The layer widths, barrier height, density and collision time are rounded model inputs, not data for a particular sample. The equal mass in both layers is a simplification: different masses change $\Delta$ and couple it to the transverse motion. Another simplification is that one collision time describes all scattering. If elastic reversals occur as often as thermal restarts, $\nu_b=\nu=5$ ps$^{-1}$, then $\nu_m=3\nu$. The peak field rises by $\sqrt3$ to 8.1 kV/cm, and the thermal peak velocity falls by the factor 0.577 to $2.9\times10^6$ cm/s. Reading $\tau$ from a measured peak field through $\omega_B\tau=1$ would then give $1/\sqrt{\nu\nu_m}$, not the energy relaxation time.

Heating also limits continuous operation. At $F_p$, with thermal restart and a rough heat capacity of 1.7 J/(cm$^3$ K), the power $eNF_pv_d$ would warm the structure by 22 K per microsecond if no heat escaped. Short pulses or good heat removal are needed if $C_0$ is to keep its 300 K value.

For implementation, \eqref{et} suffices for a cosine band, a uniform field, a constant collision rate and restart at $k=0$. Multiply it by $C_0$ at finite temperature. Use \eqref{elastic} only when the elastic collisions are reversals $k\to-k$ and their rate and the restart rate are known separately. Elastic scattering that exchanges energy between the miniband and the transverse motion also changes $\cos kd$, and requires a calculation that follows both motions. The remaining values are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
Well width: 4.0 nm
Barrier width: 3.0 nm
Period d: 7.0 nm
Barrier height: 0.30 eV
Layer mass: 0.070 m_e
Collision time tau: 0.20 ps
Miniband bottom: 93.02 meV
Miniband width Delta: 46.23 meV
Gap to next miniband: 174.8 meV
Peak omega_B tau, quadrature: 1.0000
Peak reduced velocity, quadrature: 0.50000
Same at y=1, random flights: 0.5004
Peak y, equal intervals: 2.3311
Peak reduced velocity, equal intervals: 0.7246
Peak field: 4.702 kV/cm
Peak field: 0.00470 MV/cm
Peak velocity: 1.2291e+07 cm/s
Low-field mobility: 5229 cm2/Vs
Bloch frequency at peak: 0.796 THz
Bloch period at peak: 1.257 ps
Energy lost per collision at peak: 11.56 meV
y=0.25: F=1.175 kV/cm, v=5.784e+06 cm/s
y=0.50: F=2.351 kV/cm, v=9.833e+06 cm/s
y=1.00: F=4.702 kV/cm, v=1.229e+07 cm/s
y=2.00: F=9.403 kV/cm, v=9.833e+06 cm/s
y=4.00: F=18.806 kV/cm, v=5.784e+06 cm/s
Bloch path length Delta/eF at peak: 98.33 nm
Same from Schroedinger equation: 98.35 nm
Max population outside band, peak field: 6.81e-05
Same at ten times peak field: 7.85e-03
Second/first band harmonic: -0.0929
Peak y, computed band: 1.0786
Peak velocity, computed band: 1.0604e+07 cm/s
Broadening hbar/tau: 3.291 meV
Broadening / Delta: 0.0712
Temperature: 300 K
Delta/(2 kB T): 0.8941
Thermal factor: 0.4076
Peak velocity with thermal restart: 5.0101e+06 cm/s
Electron density: 1.0e+16 cm^-3
Degeneracy change of thermal factor: 0.000 %
Elastic reversal rate: 5.0 ps^-1
Peak y with elastic reversal: 1.7321
Peak velocity ratio, with/without reversal: 0.5774
Steepest falling slope at y: 1.7321
Steepest slope / low-field slope: -0.1250
Simulated ripple growth, scaled: 0.1250
Relative permittivity: 13.0
Ripple growth time, thermal: 2.70 ps
Device length, 50 periods: 350 nm
Transit time at steepest slope: 8.07 ps
Heat capacity, rough: 1.7 J/(cm3 K)
Joule heating without cooling: 22.2 K/us
\end{verbatim}
